# Why smooth disorder scarcely backscatters electrons in metallic armchair nanotubes

Three smooth potential bumps, 0.04 to 0.06 eV high, lie on a (10,10) carbon nanotube. An electron 0.1 eV above the band centre should be reflected with probability $1.8\times10^{-2}$ if only the Fourier component of the potential mattered. An atomistic scattering calculation gives $9\times10^{-12}$. The potential has the Fourier component that turns the electron round, so something else in the matrix element must vanish.

## The states

Let $x$ run along an armchair tube and $y$ around it. Each atom carries one orbital, with nearest-neighbour hopping $t$, lattice constant $a$ and bond length $d=a/\sqrt3$. The bonds from an A atom to its B neighbours are $d(0,1)$ and $d(\pm\frac{\sqrt3}{2},-\frac12)$. The Hamiltonian element between the sublattices is $H_{AB}=-tf$, with

$$f=e^{i\kappa d}+2\cos(k_xa/2)\,e^{-i\kappa d/2},$$

where $\kappa$ is the circumferential wavevector. At $\kappa=0$, $f$ vanishes at $k_x=\pm4\pi/3a$, the valleys K and K'. Put $k_x=4\pi/3a+k$ and expand to first order, using $\cos(2\pi/3+ka/2)\approx-\frac12-\frac{\sqrt3}{4}ka$:

$$f\approx1+i\kappa d-\Big(1+\tfrac{\sqrt3}{2}ka\Big)\Big(1-\tfrac{i\kappa d}{2}\Big)\approx-\tfrac{\sqrt3}{2}ak+\tfrac{3}{2}i\kappa d .$$

Since $3d/2=\sqrt3a/2$, we get $H_{AB}=\hbar v(k-i\kappa)$, that is

$$H=\hbar v(\sigma_xk+\sigma_y\kappa),\qquad \hbar v=\tfrac{\sqrt3}{2}at .$$

The Pauli matrices act on the amplitudes on A and B, the pseudospin. Periodicity around a tube of radius $R$ requires $\kappa=m/R$ with integer $m$. Below the edge $\hbar v/R$ only $m=0$ propagates. There $H=\hbar v\sigma_xk$: at K the right mover has $\sigma_x=+1$ (equal amplitudes on A and B) and the left mover has $\sigma_x=-1$ (opposite amplitudes). They are orthogonal.

At K' the slope of $f$ along $x$ is reversed, so $H=\hbar v(-\sigma_xk+\sigma_y\kappa)$ and the left mover has $\sigma_x=+1$. A right mover at K and a left mover at K' therefore have equal pseudospin. The orthogonality protects within one valley; the other channel needs a separate argument.

## First contribution: the Dirac Born element

Keep $\kappa$ general for a moment. With $q=\sqrt{k^2+\kappa^2}$, the positive-energy spinor is $\chi_k=\frac1{\sqrt2}(1,(k+i\kappa)/q)$. Reversing $k$ gives

$$\langle\chi_{-k}|\chi_k\rangle=\frac12\left[1+\frac{(-k-i\kappa)(k+i\kappa)}{q^2}\right]=\frac{\kappa(\kappa-ik)}{q^2},$$

whose magnitude is $|\kappa|/q$. A scalar potential $U$, equal on neighbouring A and B atoms, leaves the spinor alone. For states normalized on a length $L$,

$$\langle-k|U|k\rangle=\frac{U_0(2k)}{L}\langle\chi_{-k}|\chi_k\rangle,\qquad U_0(2k)=\int dx\,e^{2ikx}\,\overline{U}(x),$$

where the bar is the average around the tube.

The golden rule turns this into a reflection probability. The density of left-moving final states is $L/(2\pi\hbar v_g)$ and the incident flux is $v_g/L$. Their factors combine with $2\pi/\hbar$ to give $|U_0\langle\chi_{-k}|\chi_k\rangle|^2/(\hbar v_g)^2$. With $E=\hbar vq$ the group velocity is $v_g=vk/q$, so

$$\mathcal R_{\rm Born}=\left[\frac{|U_0(2k)|\,\kappa}{\hbar vk}\right]^2 .$$

For the metallic tube $\kappa=0$ and this is zero, whatever $U_0(2k)$ is.

Now the numbers. With $t=2.7$ eV and $a=0.246$ nm, $\hbar v=0.575$ eV nm, and at 0.1 eV $k=0.1/0.575=0.174$ nm$^{-1}$. One bump has the form $u\exp(-\rho^2/w^2)$, where $\rho$ is the straight-line distance from its centre, $u=0.05$ eV and $w=0.8$ nm. It has $U_0(2k)=0.0262$ eV nm. Without pseudospin it would reflect $(0.0262/0.575)^2=2.1\times10^{-3}$. Quadrature with the Dirac wave functions gives a vanishing element.

A semiconducting tube serves as a control. Its allowed lines miss K by $\kappa=1/(3R)=0.492$ nm$^{-1}$ for the same radius. At 0.45 eV, above its own band edge, the overlap is 0.63 and the same bump has an element of 0.0133 eV nm.

## Second contribution: higher orders and virtual subbands

A zero Born element does not rule out reflection through intermediate states with $m\ne0$. Write $W=(E-U)/\hbar v$ and $\psi_\pm=(\psi_A\pm\psi_B)/\sqrt2$. The Dirac equation $(-i\sigma_x\partial_x-i\sigma_y\partial_y)\psi=W\psi$, multiplied by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$, becomes

$$\partial_x\psi_+=iW\psi_+-i\partial_y\psi_-,\qquad \partial_x\psi_-=-iW\psi_--i\partial_y\psi_+ ,$$

because $\sigma_z$ exchanges $\psi_+$ and $\psi_-$. Differentiate the product, without complex conjugation:

$$\partial_x(\psi_+\psi_-)=-i\psi_-\partial_y\psi_--i\psi_+\partial_y\psi_+=-\tfrac i2\,\partial_y(\psi_-^2+\psi_+^2).$$

The potential has cancelled. Integrated around the tube, the right side vanishes because $\psi$ is periodic. Hence $Q=\oint\psi_+\psi_-\,dy$ is the same at every $x$.

Far to the right of the disorder, evanescent subbands have died out and the transmitted wave has $\psi_-=0$, so $Q=0$. Far to the left, $\psi_+=e^{ikx}$ and $\psi_-=re^{-ikx}$, so $Q=2\pi Rr$. Therefore $r=0$ to all orders, for any scalar $U(x,y)$ of finite extent, within the one-valley Dirac model below the subband edge.

With all three bumps made six times higher (0.24 to 0.36 eV), integration of the Dirac equation with nine circumferential modes gives $\mathcal R=2.5\times10^{-37}$, which is zero to rounding.

The proof also shows where protection ends:

- In the semiconducting tube $\psi$ gains a phase $e^{\pm2\pi i/3}$ around the circumference, $\psi^2$ is not periodic, and $Q$ is not conserved. The original three bumps then reflect $5.1\times10^{-3}$ at 0.45 eV.
- Above the next edge, at 0.848 eV in the Dirac model, an electron can be reflected into $m\neq0$, where the pseudospin is not opposite. At 0.90 eV the single 0.05 eV bump reflects $4.0\times10^{-4}$ in this model. So close to the edge the value is sensitive to the edge's exact position, which the lattice bands put at 0.834 eV, so only its order of magnitude carries over to the atomistic tube.

## Third contribution: the atoms

On the lattice, $f$ is real at $\kappa=0$ for every $k_x$, so the two movers at K keep the sign patterns $(1,1)$ and $(1,-1)$. Their first-order element is the sum of $Ue^{i\Delta k\,x}$ over A atoms minus that over B atoms. Each sum is a series of Fourier components of $U$ shifted by reciprocal-lattice vectors. The unshifted terms cancel; the next have wavevector $4\pi/(\sqrt3a)=29.5$ nm$^{-1}$. Scattering from K to K' needs a smaller one, $4\pi/3a=17.0$ nm$^{-1}$, and there the sublattices add with equal sign.

On a flat sheet a Gaussian bump has Fourier components proportional to $e^{-q^2w^2/4}$. Centre it on an A atom. Three equivalent intervalley vectors then add in phase on A and cancel on B, giving an amplitude $\frac32e^{-q^2w^2/4}$ relative to the unshifted component. At $w=0.2$ nm the relative reflection is $\frac94e^{-5.8}=6.8\times10^{-3}$.

The atomistic calculation, for one round bump of fixed height 0.05 eV centred on an A atom, at 0.1 eV, gives the following reflection divided by the Born value without pseudospin:

| $w$ (nm) | within valley | between valleys |
|---|---|---|
| 0.1 | 0.19 | 0.52 |
| 0.2 | $6.7\times10^{-7}$ | $7.8\times10^{-3}$ |
| 0.3 | $3.9\times10^{-14}$ | $6.8\times10^{-6}$ |
| 0.5 | $2\times10^{-22}$ | $1.0\times10^{-13}$ |

The estimate is close at 0.2 nm. At 0.5 nm it gives about $4\times10^{-16}$, far too low. Tube curvature, higher orders in $U$ and the shift of the scattering vector by $2k$ are all left out of it; their shares were not separated.

The first row can be read atom by atom. The three neighbours, 0.142 nm away, feel $e^{-2.02}=0.13$ of the central height, 0.40 together. Within the valley they subtract: $[(1-0.40)/(1+0.40)]^2=0.18$. Between valleys their phases cancel: $[1/(1+0.40)]^2=0.51$. An atomically sharp bump centred on an atom thus loses most of the protection: its reflection is comparable to the Born value without pseudospin. The site matters: a bump centred on a hexagon or on the midpoint of a circumferential bond treats A and B alike and does not reflect within the valley. So "long-range" here means a few tenths of a nanometre or more.

For the three-bump cluster the intervalley part is $4\times10^{-23}$ and the within-valley part $9\times10^{-12}$, or $5\times10^{-10}$ of the value without pseudospin. That is far above the last entries of the table, which are special to one round bump: a mirror along the axis exchanges A and B, $(1,1)$ is even and $(1,-1)$ odd under it, and a smooth round bump nearly shares this symmetry. The cluster does not. Doubling all heights from half to full value raises the latter as height to the power 4.1. The amplitude is thus nearly quadratic in $U$: a second-order process, which the Dirac model forbids. I conjecture that it comes from the trigonal distortion of the bands, the next term in the expansion of $f$.

## Fourth contribution: terms that are not scalar

**A small gap.** If a static twist, or curvature in a metallic tube that is not armchair, shifts $\kappa$ from zero, a half-gap $\Delta=\hbar v|\kappa|$ opens and the squared overlap is $(\Delta/E)^2$. For $\Delta=0.01$ eV and $E=0.1$ eV it is 0.01: about one percent of the unprotected reflection returns.

**Twist phonons.** A twist displaces atoms by $u_y=\gamma x$. The two slanted bonds change their relative length by $\mp\frac{\sqrt3}{4}\gamma$. If a relative change $\epsilon$ alters the hopping by $-\beta\epsilon t$, then $t_2-t_3=\frac{\sqrt3}{2}\beta t\gamma$. At K this adds to $tf$ the term

$$i(t_2-t_3)\sin\frac{2\pi}{3}=\tfrac34i\beta t\gamma ,$$

so $H$ gains $g\gamma\sigma_y$ with $g=\frac34\beta t$. Now $\sigma_y$ turns $\sigma_x=+1$ into $-1$, so its backscattering element has full size.

Treat the twist as classical and frozen during a collision (phonon energy far below $k_BT$). With sheet shear stiffness $\mu$, the energy on length $L$ is $\frac12\mu\,2\pi RL\sum_q|\gamma_q|^2$. Equipartition gives $\langle|\gamma_q|^2\rangle=k_BT/(2\pi R\mu L)$. The Born reflection $g^2L^2\langle|\gamma_{2k}|^2\rangle/(\hbar v)^2$, divided by $L$, is

$$\frac1\ell=\frac{g^2k_BT}{2\pi R\,\mu(\hbar v)^2}.$$

Take $\beta=3$ and $\mu=150$ N/m (rough values), $R=0.678$ nm and 380 K. Then $g\approx6.1$ eV and $\ell$ is about 1100 nm, or 1.1 µm. Both sublattices were made to follow $u_y=\gamma x$. In a real sheet they also shift against each other and partly relieve the bond changes, which lowers $g$; since $\ell\propto g^{-2}$, the length is uncertain by a factor of two or so.

## Weighing them

Let one cluster occur every 30 nm, and add reflections as independent probabilities. Without pseudospin the backscattering length would be $30/0.0178\approx1700$ nm. With the 0.01 eV half-gap it is about a hundred times longer. The lattice remainder alone gives $3\times10^{12}$ nm, which is no prediction for a wire; it says that another mechanism sets the limit. Among the mechanisms computed here that is twist: about 1100 nm. Had the disorder been unprotected, the combined length would have been $1/(1/1700+1/1100)\approx670$ nm. In this example pseudospin lengthens the path by a factor of about 1.6, not by the enormous ratio of the disorder terms.

The radius, hopping and 380 K are in the range of a real single-wall tube in a warm interconnect; bump heights and spacing are illustrative. A micrometre is also the rough size of low-bias mean free paths reported for good metallic tubes. Real oxide charges have longer tails than Gaussians. Above a flat sheet, Laplace's equation makes a component $q$ fall as $e^{-qh}$ with charge height $h$. At the intervalley wavevector this is $4\times10^{-8}$ for 1 nm but $6\times10^{-3}$ for 0.3 nm, so close charges and bonded adsorbates weaken the protection most. With the Fermi level at 0.1 eV, thermal occupation at the next subband edge is $10^{-10}$, negligible. Optical phonons of roughly 0.18 eV are not included. Their occupation $N$ is only 0.004, but they couple strongly, and averaging absorption and thermal emission over the Fermi edge gives a weight of order $2xN(N+1)\approx0.045$ with $x=\hbar\omega/k_BT$. At 380 K they can therefore shorten the low-bias path by tens of percent, and their emission at high bias shortens it greatly. Contacts and electron-electron interaction are also left out. The numerical output lists the inputs and results.

## Table of computed values

```
Tube index n = 10; hopping = 2.7 eV; lattice = 0.246 nm
Tube radius = 0.6781 nm; hbar*v = 0.5752 eV nm
Velocity = 8.739e+05 m/s
Energy above band centre = 0.1 eV; k = 0.1738 1/nm
Next subband edge, Dirac = 0.8482 eV
Next subband edge, lattice = 0.8343 eV
-- single bump, height 0.05 eV, Born element
Bump width = 0.8 nm
Fourier component U0(2k) = 0.02622 eV nm
Reflection if pseudospin ignored = 2.078e-03
Dirac element, metallic tube = 0.0e+00 eV nm
Semiconducting tube at 0.45 eV: k = 0.6086 1/nm
  kappa = 0.4915 1/nm; overlap = 0.6283
  Dirac element = 0.01325 eV nm
-- Dirac model to all orders, reflection probability
Metallic, cluster times 6 = 2.5e-37
Semiconducting, cluster, 0.45 eV = 5.099e-03
Metallic above next edge, 0.90 eV, single bump = 4.007e-04
Weak-bump check: integrated 1.4060e-06, Born 1.4032e-06
-- lattice calculation, cluster of three bumps
  bump: height 0.05 eV, x = -0.7 nm, angle = 0.3 rad
  bump: height 0.04 eV, x = 0.1 nm, angle = 2.1 rad
  bump: height 0.06 eV, x = 0.8 nm, angle = 4.0 rad
Born reflection, pseudospin ignored = 1.781e-02
Reflection within valley = 9.18e-12
Reflection between valleys = 3.78e-23
Exponent of within-valley part in disorder height = 4.10
Sum of probabilities minus 1 = 2.3e-14
Cluster spacing = 30.0 nm
Length, pseudospin ignored = 1685 nm
Length, lattice result = 3.3e+12 nm
-- width scan, reflection / (pseudospin-ignored Born value)
  width 0.1 nm: within valley 1.88e-01, between valleys 5.15e-01
  width 0.2 nm: within valley 6.74e-07, between valleys 7.82e-03
  width 0.3 nm: within valley 3.92e-14, between valleys 6.81e-06
  width 0.5 nm: within valley 1.99e-22, between valleys 1.03e-13
-- neglected effects
Intervalley wavevector = 17.03 1/nm
  exp(-q h), charge at 0.3 nm = 6.0e-03
  exp(-q h), charge at 1.0 nm = 4.0e-08
Squared overlap for half-gap 0.01 eV = 0.010
Temperature = 380.0 K; kT = 0.03275 eV
Occupation at next subband edge = 1.2e-10
Optical phonon 0.18 eV, occupation = 4.1e-03
Twist: beta = 3.0, shear stiffness = 150.0 N/m
Twist coupling = 6.075 eV per unit shear
Twist-phonon backscattering length = 1092 nm = 1.09 um
```
